\section*{Forward Walking: Descendant Numbers and Pure Averages in Diffusion Monte Carlo}

\section*{Setting}

Diffusion Monte Carlo with importance sampling produces walkers distributed as the product of a trial function and the ground state. Unless the trial function is exact, averages of a position-dependent quantity over these walkers therefore differ in general from ground-state expectation values. This problem asks what the later family of a walker reveals about the ground state at the place where the walker once stood.

Atomic units are used in the algebra ($\hbar=m_e=e=a_0=1$). Let $R$ be the set of all electron coordinates and
\[
H=-\tfrac12\nabla^2+V(R),
\]
with $V$ real and $H$ self-adjoint and bounded below. The lowest eigenvalue $E_0$ is nondegenerate and separated by a gap $\Delta>0$ from the rest of the spectrum. Its normalized eigenfunction $\phi_0$ is positive. The trial function $\psi_T$ is positive and square integrable. If the wave function has nodes, everything below applies inside one fixed-node pocket, with zero boundary values; $\phi_0$ and $E_0$ then belong to the fixed-node problem, not in general to the true fermionic state.

Define
\[
v=\frac{\nabla\psi_T}{\psi_T},\qquad E_L=\frac{H\psi_T}{\psi_T}.
\]
In a short time $dt$ a walker moves by $dR=v\,dt+dW$, where the components of $dW$ are independent Gaussians of mean zero and variance $dt$. It is replaced by a random integer number of copies with mean $1-(E_L-E_T)dt$. The copies then evolve independently. The reference energy $E_T$ is constant; feedback that couples it to the population is not treated.

\section*{(a) The mean number of descendants}

\textbf{Question.} Let $n(R,t)$ be the expected number of descendants, after a time $t$, of one walker that starts at $R$. Find its equation of motion and solve it in terms of $H$.

\textbf{Solution.} Split the time $t+dt$ into a first short step and a remaining time $t$. Since copies evolve independently, their expected family sizes add:
\begin{equation}
n(R,t+dt)=\bigl[1-(E_L-E_T)dt\bigr]\,
\bigl\langle n(R+dR,t)\bigr\rangle .
\end{equation}
To first order in $dt$, $\langle dR_i\rangle=v_i\,dt$ and $\langle dR_i\,dR_j\rangle=\delta_{ij}\,dt$. A Taylor expansion to second order in $dR$ gives
\[
\langle n(R+dR,t)\rangle
=n+\bigl(v\cdot\nabla n+\tfrac12\nabla^2n\bigr)dt .
\]
Hence
\begin{equation}
\frac{\partial n}{\partial t}
=\tfrac12\nabla^2n+v\cdot\nabla n-(E_L-E_T)n,
\qquad n(R,0)=1. \label{backward}
\end{equation}
The initial condition says that the walker is its own single descendant at $t=0$.

Now set $g=\psi_Tn$. The product rule gives
\begin{align}
-Hg&=\tfrac12\nabla^2(\psi_Tn)-V\psi_Tn\nonumber\\
&=\tfrac12\psi_T\nabla^2n+\nabla\psi_T\cdot\nabla n
+n\bigl(\tfrac12\nabla^2\psi_T-V\psi_T\bigr)\nonumber\\
&=\psi_T\bigl(\tfrac12\nabla^2n+v\cdot\nabla n-E_Ln\bigr).
\label{transform}
\end{align}
The last line uses $\nabla\psi_T=\psi_Tv$ and $H\psi_T=E_L\psi_T$. Multiplying (\ref{backward}) by $\psi_T$ therefore gives $\partial g/\partial t=-(H-E_T)g$, with $g(R,0)=\psi_T(R)$. We assume the usual regularity under which this evolution is the one generated by $H$. Then
\begin{equation}
n(R,t)=\frac{\bigl[e^{-t(H-E_T)}\psi_T\bigr](R)}{\psi_T(R)} .
\label{nexact}
\end{equation}
If $\psi_T=\phi_0$, the right side is $e^{-t(E_0-E_T)}$ for every $R$: with a perfect trial function all walkers have equal expected families.

\section*{(b) The long-time limit}

\textbf{Question.} How does $n(R,t)$ depend on $R$ at long times? Bound the remainder, and say in what sense the result describes an actual family.

\textbf{Solution.} Write $c=\langle\phi_0|\psi_T\rangle$, which is positive because both functions are positive, and let $Q=1-|\phi_0\rangle\langle\phi_0|$. Then $\psi_T=c\phi_0+Q\psi_T$. Substitution in (\ref{nexact}) and multiplication by $e^{t(E_0-E_T)}$ give
\begin{equation}
e^{t(E_0-E_T)}n(R,t)
=c\,\frac{\phi_0(R)}{\psi_T(R)}
+\frac{[e^{-t(H-E_0)}Q\psi_T](R)}{\psi_T(R)} .
\label{split}
\end{equation}

The second term must be controlled at a given point, not just in norm. Let $K_s(R,R')$ be the kernel of $e^{-s(H-E_0)}$, and assume that it is real, symmetric and finite on the diagonal for $s>0$. For $0<s<t$, write the evolution over $t$ as an evolution over $t-s$ followed by one over $s$:
\[
[e^{-t(H-E_0)}Q\psi_T](R)
=\int K_s(R,R')\,[e^{-(t-s)(H-E_0)}Q\psi_T](R')\,dR'.
\]
The Cauchy--Schwarz inequality bounds this by the product of two norms. The first follows from the composition rule of the kernel,
\[
\int K_s(R,R')^2dR'=\int K_s(R,R')K_s(R',R)\,dR'=K_{2s}(R,R).
\]
The second is at most $e^{-(t-s)\Delta}\|Q\psi_T\|$, because $Q$ leaves only energies of at least $E_0+\Delta$. Thus
\begin{equation}
\left|e^{t(E_0-E_T)}n-c\frac{\phi_0}{\psi_T}\right|
\le\frac{\sqrt{K_{2s}(R,R)}}{\psi_T(R)}\,
e^{-(t-s)\Delta}\|Q\psi_T\| .
\label{bound}
\end{equation}
With $s$ fixed and $t\to\infty$ the right side vanishes at each $R$, so
\begin{equation}
\boxed{\;e^{t(E_0-E_T)}n(R,t)\longrightarrow
\langle\phi_0|\psi_T\rangle\,\frac{\phi_0(R)}{\psi_T(R)}\;}
\label{limit}
\end{equation}
Where the trial function is too small relative to $\phi_0$, walkers are too rare, and each has a larger expected family. The factor $1/\psi_T(R)$ in (\ref{bound}) warns that convergence need not be uniform in $R$; part (f) gives an example.

Equation (\ref{limit}) concerns a mean. An individual family has a random integer size, which may be zero, and one family does not measure $\phi_0/\psi_T$. The ratio emerges after averaging over many families.

\section*{(c) From descendants to pure averages}

\textbf{Question.} Find the equilibrium density of the walkers. Then record a function $A(R)$ at each equilibrated walker and weight it by the walker's number of descendants after a further time $t$. What average results?

\textbf{Solution.} For any test function $b(R)$, let $u_b(R,t)$ be the expected sum of $b$ over the descendants of a walker from $R$. The argument of part (a) holds unchanged except that $u_b(R,0)=b(R)$, so $u_b=\psi_T^{-1}e^{-t(H-E_T)}(\psi_Tb)$. If the initial density is $f_0=\psi_T^2$, the expected total at time $t$ is
\[
\int f_0u_b\,dR=\langle\psi_T|e^{-t(H-E_T)}|\psi_Tb\rangle
=\int b\,\psi_T\,[e^{-t(H-E_T)}\psi_T]\,dR ,
\]
where self-adjointness moved the evolution to the left factor. Since $b$ is arbitrary, the walker density is $\psi_Te^{-t(H-E_T)}\psi_T$. At long times it is proportional to $\psi_T\phi_0$. Normalized to one, it is
\begin{equation}
f(R)=\psi_T(R)\phi_0(R)/c .
\end{equation}

Now take walkers from $f$ as ancestors. For many independent lineages the ratio $\sum_iN_iA(R_i)/\sum_iN_i$, with $N_i$ the descendant count of ancestor $i$, tends to
\begin{equation}
A(t)=\frac{\int fAn\,dR}{\int fn\,dR}
=\frac{\langle\phi_0|A\,e^{-t(H-E_T)}|\psi_T\rangle}
{\langle\phi_0|e^{-t(H-E_T)}|\psi_T\rangle}.
\end{equation}
The factor $\psi_T$ in $f$ has cancelled the denominator of (\ref{nexact}). In the lower matrix element the evolution acts on $\phi_0$ and gives $c\,e^{-t(E_0-E_T)}$. Hence $E_T$ drops out:
\begin{equation}
A(t)=\frac{\langle\phi_0|A\,e^{-t(H-E_0)}|\psi_T\rangle}{c}.
\label{At}
\end{equation}
At $t=0$ this is the mixed average $\langle\phi_0|A|\psi_T\rangle/\langle\phi_0|\psi_T\rangle$. For later times insert $\psi_T=c\phi_0+Q\psi_T$:
\begin{equation}
A(t)=\langle\phi_0|A|\phi_0\rangle
+\frac{\langle A\phi_0|e^{-t(H-E_0)}Q\psi_T\rangle}{c}.
\label{bias}
\end{equation}
If $A\phi_0$ is square integrable, the last term is bounded in magnitude by $\|QA\phi_0\|\,\|Q\psi_T\|e^{-t\Delta}/c$. It vanishes at long times and leaves the pure average.

The derivation needs $A$ to act by multiplication, because the value $A(R_i)$ is attached to the ancestor's position. A derivative operator would require $A\phi_0/\phi_0$ there, and $\phi_0$ is unknown in a practical calculation. The kinetic energy is an exception: $H\phi_0=E_0\phi_0$ gives $-\tfrac12\nabla^2\phi_0/\phi_0=E_0-V$, so its pure average is $E_0$ minus the pure average of $V$.

\section*{(d) Hydrogen: the limit and the averages}

\textbf{Question.} For a nonrelativistic hydrogen atom with a fixed point nucleus, take $\psi_T=e^{-\zeta r}$ with $\zeta=1.2$. Find the limiting descendant number at $E_T=E_0$, and compare the variational, mixed and pure values of $\langle r\rangle$.

\textbf{Solution.} Here $V=-1/r$, $E_0=-1/2$ and $\phi_0=\pi^{-1/2}e^{-r}$. From $\psi_T'=-\zeta\psi_T$ and $\psi_T''=\zeta^2\psi_T$,
\begin{equation}
E_L=-\frac1{2\psi_T}\left(\psi_T''+\frac2r\psi_T'\right)-\frac1r
=-\frac{\zeta^2}{2}+\frac{\zeta-1}{r}.
\label{EL}
\end{equation}
With $\int_0^\infty r^ke^{-ar}dr=k!/a^{k+1}$, the overlap is
\[
c=\frac{4\pi}{\sqrt\pi}\int_0^\infty r^2e^{-(1+\zeta)r}dr
=\frac{8\sqrt\pi}{(1+\zeta)^3}.
\]
The limit (\ref{limit}) becomes
\begin{equation}
n_\infty(r)=c\,\frac{\pi^{-1/2}e^{-r}}{e^{-\zeta r}}
=\frac{8\,e^{(\zeta-1)r}}{(1+\zeta)^3}.
\label{hydrogenn}
\end{equation}
At the nucleus it is $8/2.2^3=0.7513$. At 0.5, 1.0 and 2.0~\AA\ the formula gives 0.9076, 1.0964 and 1.5999. A numerical solution of (\ref{backward}) at $t=0.80\,\hbar/\mathrm{eV}$ gives 0.9073, 1.0961 and 1.5994 on a radial mesh of 0.02~bohr. Most of this shortfall is mesh error: the converged values at this time are 0.9076, 1.0964 and 1.5998. The trial function is too compact, so distant walkers receive the larger weights.

For a radial density proportional to $r^2e^{-ar}$,
\[
\langle r\rangle=\frac{3!/a^4}{2!/a^3}=\frac3a .
\]
The densities $\psi_T^2$, $\psi_T\phi_0$ and $\phi_0^2$ have $a=2\zeta$, $1+\zeta$ and $2$. Therefore
\begin{align*}
\langle r\rangle_{\rm var}&=3/(2\zeta)~\text{bohr}=0.6615~\text{\AA},\\
\langle r\rangle_{\rm mixed}&=3/(1+\zeta)~\text{bohr}=0.7216~\text{\AA},\\
\langle r\rangle_{\rm pure}&=3/2~\text{bohr}=0.7938~\text{\AA}.
\end{align*}
The pure value is 1.5000~bohr. The mixed value lies 9.1\% below it.

The extrapolated estimate, twice the mixed value minus the variational one, gives $0.7817$~\AA, which is 1.5\% below the pure value. With $\delta=\zeta-1$ its expansion is
\[
\frac6{2+\delta}-\frac3{2(1+\delta)}
=\frac32-\frac34\delta^2+O(\delta^3).
\]
It removes the error linear in $\delta$ but keeps a quadratic one. Forward walking removes the trial-function error in the limit of long $t$.

\section*{(e) How far forward to walk}

\textbf{Question.} Which excitation energy sets the final decay of the bias in hydrogen? Compare the equation for $A(t)$ with a branching simulation.

\textbf{Solution.} Since $\psi_T$ and $r$ are spherically symmetric, only $s$ states enter (\ref{bias}). The lowest excited one has energy $-1/8$, so the gap is $-1/8+1/2=3/8$ hartree, or 10.2~eV. This state, proportional to $(1-r/2)e^{-r/2}$, does contribute: its overlap with $\psi_T$ is proportional to $2/a^3-3/a^4$ with $a=\zeta+1/2$, which vanishes only at $\zeta=1$, and its matrix element of $r$ with $\phi_0$ is proportional to $6/a^4-12/a^5$ with $a=3/2$, which is not zero. States of higher energy contribute terms that decay faster.

The simulation, run at $E_T=E_0$, started 40,000 walkers from $\psi_T^2$, equilibrated them for $0.4\,\hbar/\mathrm{eV}$, and then counted the descendants of the 39,386 walkers present at that moment. Its time step was $0.001\,\hbar/\mathrm{eV}$, without extrapolation to zero step. The uncertainties are one standard error, from 40 independent blocks.

\begin{center}
\begin{tabular}{ccc}
$t$ ($\hbar$/eV) & $\langle r\rangle$, equation (\AA) & simulation (\AA)\\
0.00 & 0.7216 & $0.7237\pm0.0022$\\
0.05 & 0.7610 & $0.7641\pm0.0027$\\
0.10 & 0.7769 & $0.7800\pm0.0031$\\
0.20 & 0.7887 & $0.7906\pm0.0038$\\
0.40 & 0.7932 & $0.7930\pm0.0043$
\end{tabular}
\end{center}

At $0.40\,\hbar/\mathrm{eV}$ the remaining bias is $0.7938-0.7932=0.0006$~\AA, below 1\% of the initial bias of 0.0722~\AA\ and well below the statistical error. The rows share the same ancestors, so their deviations are correlated.

The descendant counts also follow (\ref{hydrogenn}). For ancestors between 0.5 and 1.0~\AA, the mean at $0.40\,\hbar/\mathrm{eV}$ is $1.004\pm0.011$, against a limiting prediction of 0.988 averaged over that range. Between 1.5 and 2.5~\AA\ it is $1.462\pm0.038$, against 1.476. Yet 41.9\% of all ancestors in this run have no descendants left at this time; the figure carries sampling noise and time-step error, and the zero-step value is about 0.7 percentage points higher. This fraction is not fixed by the mean number of copies alone; it belongs to the branching rule used here, in which the number of copies is the integer part of the weight plus a uniform random number between 0 and 1.

These count fluctuations cost precision. For independent ancestors, the linearized error of the ratio is a sum of terms $N_i(A_i-\bar A)$, with $\bar A$ the limiting ratio. At fixed position $R_i$, the variance of such a term is $(A_i-\bar A)^2\operatorname{Var}(N_i\,|\,R_i)\ge0$, which adds to the spread due to the positions. In the simulation the standard error rises from 0.0022 to 0.0043~\AA. Not all of this rise is due to the counts: weighting 39,386 independent ancestors with the noise-free $n_\infty(r)$ of (\ref{hydrogenn}) would already raise it from 0.0021 to 0.0026~\AA, because distant positions gain weight.

\section*{(f) Distant walkers and carried weights}

\textbf{Question.} Show that a distant hydrogen walker cannot reach its limiting mean early. Then suppose that walkers carry weights instead of branching: how fast does the second moment of the weight grow?

\textbf{Solution.} Without branching, a drifting and diffusing walker carries
\[
W=\exp\left[-\int_0^t(E_L-E_0)\,dt'\right].
\]
Over a short step its mean obeys the recursion of part (a), so $n=\langle W\rangle$ at $E_T=E_0$. For $\zeta>1$, (\ref{EL}) gives $E_L-E_0\ge-(\zeta^2-1)/2$, and hence
\begin{equation}
n(r,t)\le e^{(\zeta^2-1)t/2}.
\end{equation}
In this example the exponent is $0.22$ hartree, or 5.99~eV, times $t/\hbar$. At $0.40\,\hbar/\mathrm{eV}$ the bound is 10.96. For a walker at 10~\AA\ the limiting mean is 32.90, and the numerical solution of (\ref{backward}) gives 8.95. The limit cannot be reached before $\ln(32.90)/5.99=0.58\,\hbar/\mathrm{eV}$. The average $\langle r\rangle$ is nearly converged at $0.40\,\hbar/\mathrm{eV}$ all the same, because the density $\psi_T\phi_0$ is exponentially small at such distances.

For the second moment $m=\langle W^2\rangle$, the energy term in (\ref{backward}) is doubled:
\[
\frac{\partial m}{\partial t}=\tfrac12\nabla^2m+v\cdot\nabla m
-2(E_L-E_0)m .
\]
By (\ref{transform}), multiplication by $\psi_T$ turns the first two terms into $-(H-E_L)(\psi_Tm)$. Thus
\begin{equation}
\frac{\partial(\psi_Tm)}{\partial t}
=-(H+E_L-2E_0)(\psi_Tm).
\end{equation}
For hydrogen,
\[
H+E_L=-\tfrac12\nabla^2-\frac{2-\zeta}{r}-\frac{\zeta^2}{2}.
\]
When $0<\zeta<2$ this is a hydrogenic problem with nuclear charge $2-\zeta$, shifted by $-\zeta^2/2$. Its lowest eigenvalue, after subtraction of $2E_0=-1$, is
\[
-\frac{(2-\zeta)^2}{2}-\frac{\zeta^2}{2}+1
=-1+2\zeta-\zeta^2=-(\zeta-1)^2 .
\]
At long times $m$ therefore grows as $e^{(\zeta-1)^2t}$, while $\langle W\rangle$ tends to a finite value. For $0<\zeta<2$ and $\zeta\ne1$ the relative variance of a carried weight thus grows exponentially at this rate. Here the rate is 0.04 hartree$/\hbar$, or 1.088~eV$/\hbar$; the numerical solution also gives 1.088~eV$/\hbar$.

This rate is much smaller than the 10.2~eV$/\hbar$ at which the bias finally decays, which favours a useful window of forward times for this single atom. The advantage shrinks with system size. For a walker that describes $N$ non-interacting copies of the atom, the weight is a product of $N$ independent factors, so the growth rate is $N(\zeta-1)^2$ while the gap stays at $3/8$ hartree; here the rate exceeds the gap from $N=10$ on. The two rates alone do not fix the prefactors; for the branching walk the table of part (e) shows such a window directly, with a bias of 0.0006~\AA\ and an error of 0.0043~\AA\ at $0.40\,\hbar/\mathrm{eV}$. The growth law applies to carried weights; integer branching has a different variance. In either scheme the forward time should be long enough for the average to stop drifting within its error bar, and no longer than the growing noise allows. The numerical check tests the limit, the remainder bound and the growth rate for this atom.

\section*{Table of computed values}
\begin{verbatim}
trial exponent zeta = 2.2677 1/angstrom
zeta in inverse bohr = 1.20
ground energy = -13.6057 eV
trial energy = -13.0615 eV
variational <r> = 0.6615 angstrom
mixed <r> = 0.7216 angstrom
pure <r> = 0.7938 angstrom = 1.5000 bohr
2*mixed - variational = 0.7817 angstrom
simulation time step = 0.001 hbar/eV
starting walkers = 40000, blocks = 40
equilibration time = 0.4 hbar/eV, ancestors = 39386
forward time (hbar/eV); <r> equation; <r> simulation; error (A)
0.00  0.7216  0.7237  0.0022
0.05  0.7610  0.7641  0.0027
0.10  0.7769  0.7800  0.0031
0.20  0.7887  0.7906  0.0038
0.40  0.7932  0.7930  0.0043
<r> equation at 0.80 hbar/eV = 0.7938 angstrom
r (A); mean descendants at 0.80 hbar/eV; limiting formula
0.5  0.9073  0.9076
1.0  1.0961  1.0964
2.0  1.5994  1.5999
limit at the nucleus = 0.7513 descendants
ancestor range (A); simulated mean at 0.40; error; limit
0.0-0.5  0.866  0.008  0.852
0.5-1.0  1.004  0.011  0.988
1.0-1.5  1.189  0.015  1.184
1.5-2.5  1.462  0.038  1.476
fraction of extinct lineages at 0.40 hbar/eV = 0.419
walker at 10 angstrom, time 0.40 hbar/eV:
mean 8.95, upper bound 10.96, limit 32.90
lowest s-state gap (grid) = 10.201 eV
growth rate of mean W^2 (equation) = 1.088 eV/hbar
growth rate (formula) = 1.088 eV/hbar
\end{verbatim}
